\section*{Effective coupling through an N-site bridge: determinants and McConnell's law}

\section*{Question}

Two end orbitals, D and A, have the same energy $E_0$ and are connected through a bridge of $N$ orbitals. All orbitals are orthonormal and all matrix elements are real. The bridge alone has the symmetric Hamiltonian matrix $H_B$. The columns $u$ and $v$ contain the couplings of D and A to the bridge orbitals, and $V$ is the direct coupling between D and A. This is a one-electron model.

\subsection*{(a) Elimination of the bridge}

Eliminate the bridge amplitudes from the eigenvalue equation at energy $E$. Identify the effective coupling $T(E)$ between D and A, and state when the elimination is allowed.

\paragraph{Answer.}
Let $c_D$ and $c_A$ be the end amplitudes and $c_B$ the column of bridge amplitudes. The rows of the eigenvalue equation are
\begin{align}
(E-E_0)c_D &= Vc_A+u^{T}c_B,\\
(E-H_B)c_B &= u\,c_D+v\,c_A,\\
(E-E_0)c_A &= Vc_D+v^{T}c_B .
\end{align}
If $E$ is not an eigenvalue of $H_B$, the matrix $E-H_B$ has an inverse, and the second row gives
\begin{equation}
c_B=(E-H_B)^{-1}(u\,c_D+v\,c_A).
\end{equation}
Insertion into the other two rows leaves
\begin{align}
\left[E-E_0-S_D(E)\right]c_D&=T(E)\,c_A,\\
\left[E-E_0-S_A(E)\right]c_A&=T(E)\,c_D,
\end{align}
with
\begin{align}
T(E)&=V+u^{T}(E-H_B)^{-1}v,\\
S_D(E)&=u^{T}(E-H_B)^{-1}u,\qquad
S_A(E)=v^{T}(E-H_B)^{-1}v .
\end{align}
The same $T$ appears in both equations because the inverse of a symmetric matrix is symmetric. No approximation has been made: the price of removing $N$ orbitals is that the remaining two-orbital problem depends on the energy being sought.

\subsection*{(b) A ratio of determinants}

Express $T(E)$ as a ratio of two determinants.

\paragraph{Answer.}
Put $M=H_B-E$, so that $(E-H_B)^{-1}=-M^{-1}$, and consider the product
\begin{equation}
\begin{pmatrix}V&u^{T}\\ v&M\end{pmatrix}
\begin{pmatrix}1&0\\ -M^{-1}v&I\end{pmatrix}
=\begin{pmatrix}V-u^{T}M^{-1}v&u^{T}\\ 0&M\end{pmatrix}.
\end{equation}
The second factor is triangular with ones on its diagonal, so its determinant is 1. The matrix on the right is block triangular, so its determinant is $(V-u^{T}M^{-1}v)\det M$. The bracket is $T(E)$, and therefore
\begin{equation}
T(E)=\frac{\det\begin{pmatrix}V&u^{T}\\ v&H_B-E\end{pmatrix}}{\det(H_B-E)} .
\label{ratio}
\end{equation}
The denominator vanishes when $E$ equals a bridge level, which is the case excluded in (a).

\subsection*{(c) A uniform chain}

Let the bridge be a chain of sites with energy $E_0+\Delta$, where $\Delta>0$, and nearest-neighbour coupling $t$. D couples to site 1 with strength $\tau_D$, A couples to site $N$ with strength $\tau_A$, and $V=0$. Evaluate the numerator of $T(E_0)$ and find a recurrence for its denominator $D_N=\det(H_B-E_0)$.

\paragraph{Answer.}
The first row of the numerator matrix is $(0,\tau_D,0,\dots,0)$. Expansion along it gives $-\tau_D$ times the determinant that remains when the first row and second column are removed. The first column of that determinant is $v$, whose one nonzero entry $\tau_A$ stands in row $N$ and carries the sign $(-1)^{N+1}$.

What is left is $H_B-E_0$ without its row $N$ and column 1. Its diagonal entries are the couplings $t$ between sites $i$ and $i+1$, and all entries above that diagonal are zero. This triangular determinant is $t^{N-1}$, understood as 1 for $N=1$. The signs combine to $-(-1)^{N+1}=(-1)^N$, so
\begin{equation}
T(E_0)=(-1)^N\,\frac{\tau_D\tau_A\,t^{N-1}}{D_N}.
\label{chain}
\end{equation}
The numerator contains each coupling on the path from D to A once.

For the denominator, expand along the last row, $(0,\dots,0,t,\Delta)$. The entry $\Delta$ multiplies $D_{N-1}$. The entry $t$ has sign $-1$, and its minor has a last column containing just one nonzero entry, $t$, which multiplies $D_{N-2}$. Hence
\begin{equation}
D_N=\Delta D_{N-1}-t^2D_{N-2},\qquad D_0=1,\quad D_1=\Delta .
\label{rec}
\end{equation}

\subsection*{(d) Far from resonance, and long bridges}

Take $\Delta>2|t|$ and $t\neq0$. Solve the recurrence. Find the limiting form of $T(E_0)$ for small $t/\Delta$, with a condition on $N$, and compare its decay per site with that of the full expression for a long bridge.

\paragraph{Answer.}
The trial form $D_N=x^N$ gives $x^2-\Delta x+t^2=0$, with roots
\begin{equation}
x_\pm=\tfrac12\left(\Delta\pm\sqrt{\Delta^2-4t^2}\right),\qquad x_++x_-=\Delta,\quad x_+x_-=t^2 .
\end{equation}
The combination that has $D_0=1$ and $D_1=x_++x_-=\Delta$ is
\begin{equation}
D_N=\frac{x_+^{N+1}-x_-^{N+1}}{x_+-x_-}
=|t|^N\frac{\sinh[(N+1)\kappa]}{\sinh\kappa},
\qquad 2|t|\cosh\kappa=\Delta,
\end{equation}
where $x_\pm=|t|e^{\pm\kappa}$ and $\kappa>0$. Thus $D_N>0$ for every $N$.

For the limit, define $d_N=D_N/\Delta^N$ and $r=t/\Delta$. Division of (\ref{rec}) by $\Delta^N$ gives $d_N=d_{N-1}-r^2d_{N-2}$ with $d_0=d_1=1$. Since all $d_N$ are positive, they never increase with $N$, so $d_{N-2}\le1$. Each step beyond $N=1$ therefore lowers $d_N$ by at most $r^2$:
\begin{equation}
1-(N-1)r^2\le d_N\le1 .
\end{equation}
If $(N-1)(t/\Delta)^2\ll1$, then $D_N\approx\Delta^N$, and (\ref{chain}) becomes McConnell's law,
\begin{equation}
T(E_0)\approx-\frac{\tau_D\tau_A}{\Delta}\left(-\frac{t}{\Delta}\right)^{N-1}.
\label{mc}
\end{equation}
The magnitude contains the factor $(|t|/\Delta)^{N-1}$: each further site costs one coupling divided by one energy gap. The sign alternates with $N$ when $t>0$.

At fixed $N$, $d_{N-2}=1+O(r^2)$, so each step lowers $d_N$ by $r^2$ to leading order. The full coupling divided by McConnell's value is then
\begin{equation}
\frac1{d_N}=1+(N-1)\frac{t^2}{\Delta^2}+O\!\left(\frac{t^4}{\Delta^4}\right).
\label{corr}
\end{equation}
For a long bridge the full coupling falls per added site by
\begin{equation}
\left|\frac{T_{N+1}}{T_N}\right|=\frac{|t|D_N}{D_{N+1}}
\longrightarrow\frac{|t|}{x_+}=e^{-\kappa}.
\end{equation}
Because $x_+<\Delta$, this factor is larger than $|t|/\Delta$. McConnell's law decays too fast, and at fixed $t/\Delta$ its relative error grows with length.

If $\Delta<2|t|$, a denominator can vanish. For example, $D_2=\Delta^2-t^2$ is zero at $\Delta=|t|$, where $E_0$ coincides with a level of the two-site bridge.

\subsection*{(e) The level splitting}

For $\tau_D=\tau_A=\tau$, relate $T$ to the splitting of the two levels that lie mainly on D and A. Find the leading relative error of evaluating $T$ at $E_0$, for small $\tau/\Delta$ and $t/\Delta$.

\paragraph{Answer.}
The chain is now mirror symmetric, so $S_D=S_A=S$. Adding and subtracting the two equations of (a) gives
\begin{equation}
(E-E_0-S\mp T)(c_D\pm c_A)=0 .
\end{equation}
The symmetric ($+$) and antisymmetric ($-$) levels therefore obey
\begin{equation}
E_\pm=E_0+S(E_\pm)\pm T(E_\pm).
\end{equation}
With $S$ and $T$ frozen at $E_0$, the difference $E_+-E_-$ is $2T(E_0)$.

To correct this, expand $S$ and $T$ to first order in $E-E_0$, with values and derivatives $S,T,S',T'$ taken at $E_0$:
\begin{equation}
E_\pm-E_0=\frac{S\pm T}{1-S'\mp T'},\qquad
E_+-E_-=\frac{2T(1-S')+2ST'}{(1-S')^2-T'^2}.
\end{equation}
At energy $E$ the gap $\Delta$ is replaced by $\Delta-(E-E_0)$. To leading order in $t/\Delta$, $S(E)$ is $-\tau^2$ divided by this gap, and $T(E)$ is proportional to the gap to the power $-N$. Hence
\begin{equation}
S=-\frac{\tau^2}{\Delta},\qquad S'=-\frac{\tau^2}{\Delta^2},\qquad T'=\frac{N}{\Delta}\,T .
\end{equation}
The term $T'^2$ and the second derivatives change the splitting by relative order $\tau^4/\Delta^4$ at fixed $N$, with a coefficient that grows as $N^2$, and are dropped. To first order in $\tau^2/\Delta^2$,
\begin{equation}
E_+-E_-\approx2T\left(1+S'+\frac{ST'}{T}\right)
=2T(E_0)\left[1-(N+1)\frac{\tau^2}{\Delta^2}\right].
\label{split}
\end{equation}
The part proportional to $N$ arises because the shift $S$ lowers the end levels and widens all $N$ gaps. For small $t/\Delta$, reading the splitting as $2|T(E_0)|$ thus needs $(N+1)\tau^2/\Delta^2\ll1$, a condition separate from the one on $t$. For larger $t/\Delta$ the error can be well above this estimate, because the lowest level of a bridge with $N>1$ then lies appreciably closer to $E_0$ than $\Delta$.

\subsection*{(f) Numbers}

Take the model values $N=4$, $E_0=0$, $t=0.2$ eV and $\tau_D=\tau_A=0.1$ eV. Assess McConnell's law and the estimate $2|T(E_0)|$ for $\Delta=2$ eV and for $\Delta=0.5$ eV.

\paragraph{Answer.}
For $\Delta=2$ eV, the recurrence gives
\begin{align}
D_2&=2(2)-0.04(1)=3.96\ \mathrm{eV}^2,\\
D_3&=2(3.96)-0.04(2)=7.84\ \mathrm{eV}^3,\\
D_4&=2(7.84)-0.04(3.96)=15.5216\ \mathrm{eV}^4 .
\end{align}
Equation (\ref{chain}) then yields
\begin{equation}
T(E_0)=\frac{(0.1)^2(0.2)^3}{15.5216}\ \mathrm{eV}
=5.154\ \mu\mathrm{eV}=8.258\times10^{-25}\ \mathrm{J}.
\end{equation}
McConnell's law gives $(0.1^2/2)(0.1)^3$ eV $=5.000\ \mu$eV. The full value is 3.1\% above it, close to the 3.0\% from (\ref{corr}).

Numerical diagonalization of the complete $6\times6$ Hamiltonian gives a splitting of $10.177\ \mu$eV, whereas $2|T(E_0)|=10.308\ \mu$eV. The splitting is smaller by 1.27\% of $2|T(E_0)|$; equation (\ref{split}) predicts $5(0.1/2)^2=1.25\%$. The symmetric level is the upper one, as $T>0$ requires.

For $\Delta=0.5$ eV, $\cosh\kappa=1.25$ and $e^{-\kappa}=0.5$, while $t/\Delta=0.4$. The ratio of the full $T(E_0)$ to McConnell's value, for several lengths, is:

\begin{center}
\begin{tabular}{ccc}
$N$ & $\Delta=2$ eV & $\Delta=0.5$ eV\\
1 & 1.000 & 1.000\\
2 & 1.010 & 1.190\\
4 & 1.031 & 1.833\\
8 & 1.074 & 4.470
\end{tabular}
\end{center}

With the smaller gap, McConnell's law is too low by a factor of 1.8 at $N=4$ and 4.5 at $N=8$. The frozen-energy estimate also fails: at $N=4$, $2|T(E_0)|=4.692$ meV, but diagonalization gives a splitting of 3.431 meV, which is 27\% smaller. Here $(N+1)\tau^2/\Delta^2=0.2$ and $t/\Delta=0.4$, so the leading-order correction (\ref{split}) is no longer reliable either. The determinant ratio itself remains valid; it must be evaluated, together with the shift $S$, at the energy of each level, as in $E_\pm=E_0+S(E_\pm)\pm T(E_\pm)$.

All numerical values are calculated from the stated model.
